\section*{The two-fermion Breit equation: blocks, centre of mass, and J = 0}

\section{What symmetry fixes}

Two Dirac fermions carry $4\times4=16$ components. Call the upper half of each spinor L and the lower half S. The components then form four blocks, LL, LS, SL and SS, with the label of particle 1 first. Each block holds two Pauli spins, hence one singlet and one triplet.

In the frame of zero total momentum the Hamiltonian is invariant under rotations. For total angular momentum $J=0$, the orbital angular momentum $L$ must equal the total spin $S$. There are two possibilities, $L=S=0$ and $L=S=1$, so each block contains two radial functions. Parity is spatial inversion times $\beta_1\beta_2$, which is $+1$ on LL and SS and $-1$ on LS and SL. A state with LL and SS in $L=0$ therefore has LS and SL in $L=1$, and conversely. The $J=0$ problem splits into two problems of four radial functions each, named ${}^1S_0$ and ${}^3P_0$ after their LL block.

Only first derivatives occur, and they join $L=0$ to $L=1$. Two of the four equations turn out to be algebraic, so two first-order equations remain.

\section{Assumptions and result}

Units are $\hbar=c=1$. The particles are distinct and pointlike, with masses $m_1,m_2>0$. The Hamiltonian is
\begin{align}
H={}&\boldsymbol\alpha_1\!\cdot\mathbf p_1+\beta_1m_1+\boldsymbol\alpha_2\!\cdot\mathbf p_2+\beta_2m_2+V(r)\nonumber\\
&+b(r)\left[\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\!\cdot\hat{\mathbf r})\right],
\label{H}
\end{align}
with $\mathbf r=\mathbf r_1-\mathbf r_2$. For opposite unit charges $V=-\alpha/r$ and $b=+\alpha/(2r)$; the scalar $\alpha$ is the coupling. Define
\[
M=m_1+m_2,\quad \delta=m_1-m_2,\quad \mu=\frac{m_1m_2}{M},\quad W=E-V,\quad D=\frac{d}{dr}+\frac2r .
\]

\textbf{Theorem.} Let the total momentum vanish, and let $W$ and $W-4b$ have no zero for $r>0$. Then $H\Psi=E\Psi$ with $J=0$ is equivalent, for each parity, to
\begin{equation}
a'=\frac12\left(W-\frac{m_c^2}{W}\right)c,\qquad
Dc=-\frac12\left(W+4b-\frac{m_a^2}{W-4b}\right)a,
\label{pair}
\end{equation}
where $(m_a,m_c)=(M,\delta)$ for ${}^1S_0$ and $(\delta,M)$ for ${}^3P_0$.

The two parities are exchanged by $M\leftrightarrow\delta$, that is, by $m_2\to-m_2$.

\section{Blocks and centre of mass}

In the standard representation $\beta$ is $+1$ on L and $-1$ on S, while $\boldsymbol\alpha$ is $\boldsymbol\sigma$ times an exchange of L and S. Hence $\boldsymbol\alpha_1$ flips the first label, $\boldsymbol\alpha_2$ the second, and the Breit term both. With
\[
B=b\left[\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2+(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\!\cdot\hat{\mathbf r})\right]
\]
the sixteen equations are
\begin{align}
(V+M-E)\Psi_{LL}+\boldsymbol\sigma_1\!\cdot\mathbf p_1\Psi_{SL}+\boldsymbol\sigma_2\!\cdot\mathbf p_2\Psi_{LS}+B\Psi_{SS}&=0,\nonumber\\
(V+\delta-E)\Psi_{LS}+\boldsymbol\sigma_1\!\cdot\mathbf p_1\Psi_{SS}+\boldsymbol\sigma_2\!\cdot\mathbf p_2\Psi_{LL}+B\Psi_{SL}&=0,\nonumber\\
(V-\delta-E)\Psi_{SL}+\boldsymbol\sigma_1\!\cdot\mathbf p_1\Psi_{LL}+\boldsymbol\sigma_2\!\cdot\mathbf p_2\Psi_{SS}+B\Psi_{LS}&=0,\nonumber\\
(V-M-E)\Psi_{SS}+\boldsymbol\sigma_1\!\cdot\mathbf p_1\Psi_{LS}+\boldsymbol\sigma_2\!\cdot\mathbf p_2\Psi_{SL}+B\Psi_{LL}&=0.
\label{blocks}
\end{align}

\textbf{Lemma 1.} Let $\mathbf R=w_1\mathbf r_1+w_2\mathbf r_2$ with $w_1+w_2=1$, and $\Psi=e^{i\mathbf P\cdot\mathbf R}\psi(\mathbf r)$. Then $\psi$ obeys \eqref{blocks} with
\begin{equation}
\mathbf p_1\to w_1\mathbf P+\mathbf p,\qquad \mathbf p_2\to w_2\mathbf P-\mathbf p,\qquad \mathbf p=-i\nabla_{\mathbf r}.
\label{cm}
\end{equation}

\textit{Proof.} The chain rule gives $\nabla_1=w_1\nabla_R+\nabla_r$ and $\nabla_2=w_2\nabla_R-\nabla_r$. The interaction depends on $\mathbf r$ alone, so the plane wave cancels. $\square$

The kinetic operator is now $(\boldsymbol\alpha_1-\boldsymbol\alpha_2)\cdot\mathbf p+(w_1\boldsymbol\alpha_1+w_2\boldsymbol\alpha_2)\cdot\mathbf P$. A phase $e^{i\lambda\mathbf P\cdot\mathbf r}$ in $\psi$ adds $\lambda(\boldsymbol\alpha_1-\boldsymbol\alpha_2)\cdot\mathbf P$. To cancel the last term it would need $w_1=-\lambda$ and $w_2=\lambda$, against $w_1+w_2=1$. Thus the plane wave factors out for any $\mathbf P$, but such a phase does not free the internal equation from $\mathbf P$. From here on $\mathbf P=0$, so $\mathbf p_1=\mathbf p$ and $\mathbf p_2=-\mathbf p$.

\section{The two spin-angle functions}

Let $\eta=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt{8\pi}$ and $\zeta=(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})\eta$. Since $(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\eta=0$, also $\zeta=-(\boldsymbol\sigma_2\!\cdot\hat{\mathbf r})\eta$. The function $\zeta$ is rotationally invariant and linear in $\hat{\mathbf r}$, so it has $J=0$ and $L=1$, and hence $S=1$. Both functions are normalized over angles, because $(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})^2=1$.

\textbf{Lemma 2.} For radial functions $f,g$,
\begin{align}
\boldsymbol\sigma_1\!\cdot\mathbf p\,(f\eta)&=-if'\zeta, &
\boldsymbol\sigma_1\!\cdot\mathbf p\,(g\zeta)&=-i(Dg)\eta,\nonumber\\
B\eta&=-4b\,\eta, & B\zeta&=0,
\label{actions}
\end{align}
and $\boldsymbol\sigma_2\!\cdot\mathbf p=-\boldsymbol\sigma_1\!\cdot\mathbf p$ on both functions.

\textit{Proof.} The first relation is $\nabla f=f'\hat{\mathbf r}$. For the second,
\[
(\boldsymbol\sigma_1\!\cdot\nabla)(\boldsymbol\sigma_1\!\cdot g\hat{\mathbf r})=\nabla\!\cdot(g\hat{\mathbf r})+i\boldsymbol\sigma_1\!\cdot\nabla\times(g\hat{\mathbf r})=g'+\frac{2g}{r},
\]
as the curl of a radial field vanishes. For particle 2, $\boldsymbol\sigma_2\!\cdot\hat{\mathbf r}\,\eta=-\zeta$ reverses the first result, and $\zeta=-\boldsymbol\sigma_2\!\cdot\hat{\mathbf r}\,\eta$ reverses the second.

On the singlet $\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2=-3$, and $(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\!\cdot\hat{\mathbf r})\eta=-(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})^2\eta=-\eta$; the sum is $-4$. On the triplet $\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2=1$, and
\[
(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\!\cdot\hat{\mathbf r})(\boldsymbol\sigma_1\!\cdot\hat{\mathbf r})\eta=(\boldsymbol\sigma_2\!\cdot\hat{\mathbf r})\eta=-\zeta,
\]
so the sum is zero. $\square$

At $\mathbf P=0$, both $\boldsymbol\sigma_1\!\cdot\mathbf p_1$ and $\boldsymbol\sigma_2\!\cdot\mathbf p_2=-\boldsymbol\sigma_2\!\cdot\mathbf p$ therefore act as $\boldsymbol\sigma_1\!\cdot\mathbf p$.

\section{Proof of the theorem}

\textit{Sector ${}^1S_0$.} Put
\[
\Psi_{LL}=f_1\eta,\quad \Psi_{SS}=f_2\eta,\quad \Psi_{LS}=-iu_3\zeta,\quad \Psi_{SL}=-iu_4\zeta .
\]
The factor $-i$ makes the equations real. In the LL row, for instance, $-iD(-iu)=-Du$. Equations \eqref{blocks} become
\begin{align}
(V+M-E)f_1-D(u_3+u_4)-4bf_2&=0,\nonumber\\
(V-M-E)f_2-D(u_3+u_4)-4bf_1&=0,\nonumber\\
(V+\delta-E)u_3+(f_1+f_2)'&=0,\nonumber\\
(V-\delta-E)u_4+(f_1+f_2)'&=0.
\label{four}
\end{align}
Let $F=f_1+f_2$, $K=f_1-f_2$ and $u_\pm=u_3\pm u_4$. The sum and difference of each pair of lines are
\begin{align}
-(W+4b)F+MK-2Du_+&=0, & -(W-4b)K+MF&=0,\nonumber\\
-Wu_++\delta u_-+2F'&=0, & -Wu_-+\delta u_+&=0.
\end{align}
The right-hand column gives $K=MF/(W-4b)$ and $u_-=\delta u_+/W$. Inserting these in the left-hand column gives \eqref{pair} with $a=F$, $c=u_+$.

\textit{Sector ${}^3P_0$.} Exchange $\eta$ and $\zeta$ in the ansatz. By Lemma 2, $D$ and $d/dr$ change places and $b$ moves to the LS and SL rows:
\begin{align}
(V+M-E)f_1-u_+'&=0, & (V-M-E)f_2-u_+'&=0,\nonumber\\
(V+\delta-E)u_3+DF-4bu_4&=0, & (V-\delta-E)u_4+DF-4bu_3&=0.
\label{fourP}
\end{align}
Sums and differences now read
\begin{align}
-WF+MK-2u_+'&=0, & -WK+MF&=0,\nonumber\\
-(W+4b)u_++\delta u_-+2DF&=0, & -(W-4b)u_-+\delta u_+&=0.
\end{align}
Elimination of $K$ and $u_-$ gives
\[
u_+'=-\frac12\left(W-\frac{M^2}{W}\right)F,\qquad DF=\frac12\left(W+4b-\frac{\delta^2}{W-4b}\right)u_+ ,
\]
which is \eqref{pair} with $a=u_+$, $c=-F$. Every elimination is reversible under the stated conditions. $\square$

The elimination was tested with $b$ retained, for $V=-2e^{-(r/3)^2}$ and $b=0.1\,e^{-(r/3)^2}$ in units where $m_1=1$; these make no denominator vanish at the energies found. Diagonalizing the four coupled equations and solving \eqref{pair} both give $E-M=-0.95317586$ for ${}^1S_0$ and $-0.54940035$ for ${}^3P_0$, in units of $m_1$ with $m_2=2m_1$.

\section{Two limits}

\textbf{Schr\"odinger limit.} Set $b=0$ and $E=M+\varepsilon$, so that $W=M+w$ with $w=\varepsilon-V$. Eliminating $u_+$ gives
\begin{align}
{}^1S_0:&\quad 4D\left[\frac{W}{W^2-\delta^2}F'\right]+\left(W-\frac{M^2}{W}\right)F=0,\nonumber\\
{}^3P_0:&\quad 4\left[\frac{W}{W^2-\delta^2}DF\right]'+\left(W-\frac{M^2}{W}\right)F=0.
\label{second}
\end{align}
For $|w|\ll m_1,m_2$ the last bracket tends to $2w$, and $4W/(W^2-\delta^2)\to4M/(4m_1m_2)=1/\mu$. The equations become $DF'+2\mu wF=0$ and $(DF)'+2\mu wF=0$. Since $(DF)'=F''+2F'/r-2F/r^2$, these are the Schr\"odinger equations for $L=0$ and $L=1$ with reduced mass $\mu$.

\textbf{Heavy partner.} Let $m_2\to\infty$ at fixed $w$. From
\[
W-\frac{M^2}{W}=\frac{w(2M+w)}{W}\to2w,\qquad
W-\frac{\delta^2}{W}=\frac{(w+2m_1)(w+2m_2)}{W}\to2(w+2m_1)
\]
the ${}^1S_0$ pair becomes $F'=(w+2m_1)u_+$, $Du_+=-wF$. This is the radial Dirac equation of particle 1 for $s_{1/2}$. The other sector gives $DF=(w+2m_1)u_+$, $u_+'=-wF$, the $p_{1/2}$ equation. At coupling $0.6$ and $m_2/m_1=10^6$, the two-body levels found next to the Dirac $1s_{1/2}$ and $2p_{1/2}$ levels are $E-M=-0.1999996\,m_1$ and $-0.0513166\,m_1$; the Dirac values are $-0.2000000$ and $-0.0513167$.

\section{Where the Coulomb-Breit problem fails}

With $V=-\alpha/r$ and $b=0$, $W\simeq\alpha/r$ near the origin and the mass terms drop out. Then $a'=\alpha c/(2r)$ and $Dc=-\alpha a/(2r)$. Setting $a=r^s$ gives $c=(2s/\alpha)r^s$ and
\begin{equation}
s(s+2)=-\frac{\alpha^2}{4},\qquad s=-1+\sqrt{1-\alpha^2/4}.
\end{equation}
The other root lies near $-2$ at weak coupling and is not square integrable. If $b=\alpha/(2r)$ is kept, $W+4b\simeq3\alpha/r$ and $\alpha^2/4$ is replaced by $3\alpha^2/4$.

A worse difficulty lies at finite radius. For $E>0$,
\begin{equation}
W-4b=E-\frac{\alpha}{r}=0\quad\text{at}\quad r_0=\frac{\alpha}{E},
\end{equation}
so the assumption of the theorem fails. The eliminated component is
\[
h=\frac{m_a a}{W-4b}=\frac{m_a\,r\,a}{E(r-r_0)},
\]
where $h=K$ for ${}^1S_0$ and $h=u_-$ for ${}^3P_0$.

\textbf{Proposition.} Let $m_a\ne0$, $E>0$ and $0<\alpha\le1$. If the solution regular at the origin has $a(r_0)\neq0$, there is no square-integrable solution at that energy.

\textit{Proof.} The second exponent at the origin, $s=-1-\sqrt{1-3\alpha^2/4}$, obeys $s\le-3/2$ for $\alpha\le1$, so that solution is not square integrable, and for $r<r_0$ only a multiple of the regular one is allowed. A nonzero $a(r_0)$ makes $\int h^2r^2dr$ diverge, so the solution must vanish for $r<r_0$. Near $r_0$ the equations express $a'$ and $c'$ through $a,c,h$ with bounded coefficients. If these are square integrable, $a$ and $c$ are continuous, and both vanish at $r_0$. Put $x=r-r_0$ and let $m(x)$ be the maximum of $|c|$ between $r_0$ and $r_0+x$. The first equation gives $|a|\le C_1x\,m(x)$. The second, whose pole contributes at most a constant times $|a|/x$, then gives $m(x)\le C_2x\,m(x)$. For small $x$ this forces $m=0$, and the solution vanishes outside too. $\square$

At the two muonium energies found below, the regular solution normalized to $a=1$ at $r=10^{-3}r_0$ is still $0.9998$ at $r=(1-10^{-4})r_0$. It varies as $r^s$ with $s\simeq-3\alpha^2/8\approx-2\times10^{-5}$ near the origin, so the last digit depends on the normalization radius; normalizing at $10^{-6}r_0$ gives $0.9997$. Either way $a(r_0)\neq0$. With $a$ constant, the norm of $h$ up to $(1-\epsilon)r_0$ is proportional to
\[
\int_\epsilon^1\frac{(1-s)^4}{s^2}\,ds=\frac1\epsilon-4\ln\frac1\epsilon+\frac{10}{3}+O(\epsilon).
\]
Between $\epsilon=10^{-3}$ and $10^{-4}$ it grows by the factor $10.215$, as found numerically in both sectors. For equal masses ${}^3P_0$ has $m_a=\delta=0$, and this pole is absent.

The Breit term is therefore taken in first order between Coulomb states. This prescription comes from quantum electrodynamics and does not follow from \eqref{H}. Formal iteration shows why it matters. In ${}^1S_0$, $B$ couples LL to SS, about $2M$ lower, with strength $-4b$. The second-order shift is
\[
\frac{\langle16b^2\rangle}{2M}=\frac{2\alpha^2}{M}\left\langle\frac1{r^2}\right\rangle=\frac{4\mu^3\alpha^4}{m_1m_2}
\]
for the $1s$ state, where $\langle r^{-2}\rangle=2\mu^2\alpha^2$. It is as large in order of $\alpha$ as the first-order shift obtained next.

\section{Shifts of order $\alpha^4$}

Multiply \eqref{second} by $r^2F$ and integrate by parts. With $X=F'$ for ${}^1S_0$ and $X=DF$ for ${}^3P_0$,
\begin{equation}
\int_0^\infty\left[\left(W-\frac{M^2}{W}\right)F^2-\frac{4W}{W^2-\delta^2}X^2\right]r^2dr=0,
\label{functional}
\end{equation}
and the integral is stationary under variations of $F$. Its coefficients expand as
\begin{align}
W-\frac{M^2}{W}&=2w-\frac{w^2}{M}+\cdots,\nonumber\\
\frac{4W}{W^2-\delta^2}&=\frac{2}{2m_1+w}+\frac{2}{2m_2+w}=\frac1\mu-\frac{w}{2}\Sigma+\cdots,
\end{align}
where $\Sigma=m_1^{-2}+m_2^{-2}$. Let $\varepsilon_0$ be the Schr\"odinger energy, $w_0=\varepsilon_0+\alpha/r$, and $F$ the normalized Schr\"odinger function. Stationarity removes its first-order change, and half of \eqref{functional} gives
\begin{equation}
\Delta_C=\frac{\langle w_0^2\rangle}{2M}-\frac{\Sigma}{4}\int_0^\infty w_0X^2r^2dr.
\label{shift}
\end{equation}

\textit{Level $1\,{}^1S_0$.} Let $\gamma=\mu\alpha$. Then $F\propto e^{-\gamma r}$, $X^2=\gamma^2F^2$, $\varepsilon_0=-\alpha\gamma/2$, $\langle r^{-1}\rangle=\gamma$ and $\langle r^{-2}\rangle=2\gamma^2$. Hence $\langle w_0^2\rangle=\alpha^2\gamma^2(\tfrac14-1+2)=\tfrac54\alpha^2\gamma^2$, and the integral is $\alpha\gamma^3/2$. With $1/M=\mu/(m_1m_2)$,
\begin{equation}
\Delta_C=\frac{\mu^3\alpha^4}{8}\left(\frac{5}{m_1m_2}-\Sigma\right).
\label{CS}
\end{equation}

\textit{Level $2\,{}^3P_0$.} Let $\gamma=\mu\alpha/2$. Then $F=Nre^{-\gamma r}$, $N^2=4\gamma^5/3$, $X=N(3-\gamma r)e^{-\gamma r}$ and $\varepsilon_0=-\alpha\gamma/4$. With $\langle r^{-1}\rangle=\gamma/2$ and $\langle r^{-2}\rangle=\gamma^2/3$,
\[
\langle w_0^2\rangle=\alpha^2\gamma^2\left(\tfrac1{16}-\tfrac14+\tfrac13\right)=\tfrac7{48}\alpha^2\gamma^2 .
\]
Also $\int X^2r^2dr=2\mu\langle w_0\rangle=\gamma^2$, and
\[
\int X^2r\,dr=\frac{4\gamma^5}{3}\,\frac{1}{\gamma^2}\left(\frac94-\frac32+\frac38\right)=\frac32\gamma^3 .
\]
The integral in \eqref{shift} is $\alpha\gamma^3(\tfrac32-\tfrac14)=\tfrac54\alpha\gamma^3$, so
\begin{equation}
\Delta_C=\mu^3\alpha^4\left(\frac{7}{384\,m_1m_2}-\frac{5}{128}\Sigma\right).
\label{CP}
\end{equation}

\textit{Breit shifts.} In ${}^1S_0$, $B$ joins LL and SS, so $\Delta_B=-8\int bf_1f_2r^2dr$. At leading order $u_+=F'/(2\mu)$, and the SS row gives $-2Mf_2=Du_+$. Thus $f_2=-DF'/(4m_1m_2)=\mu w_0F/(2m_1m_2)$, while $f_1=F$. Hence
\begin{equation}
\Delta_B=-\frac{2\mu\alpha}{m_1m_2}\left\langle\frac{w_0}{r}\right\rangle
=-\frac{2\mu\alpha^2\gamma^2}{m_1m_2}\left(2-\frac12\right)=-\frac{3\mu^3\alpha^4}{m_1m_2}.
\label{BS}
\end{equation}
In ${}^3P_0$, $B$ joins LS and SL, with $u_3=X/(2m_2)$ and $u_4=X/(2m_1)$:
\begin{equation}
\Delta_B=-8\int bu_3u_4r^2dr=-\frac{\alpha}{m_1m_2}\int X^2r\,dr=-\frac{3\mu^3\alpha^4}{16\,m_1m_2}.
\label{BP}
\end{equation}

Tests for equal masses and for muonium confirm all four formulas within one per cent. The largest deviations, relative to the formula values, are in the equal-mass ${}^1S_0$ level: $6\times10^{-4}$ for the Coulomb shift and $5\times10^{-4}$ for the Breit shift.

\section{Muonium}

Let particle 1 be the electron and particle 2 the positive muon. Then $m_2/m_1=206.768$, $\mu=0.995187\,m_e$ and $m_e\alpha^4=1.44904\times10^{-3}$ eV. The Schr\"odinger energy of the $n=1$ level is
\[
-\tfrac12(0.995187)(0.007297353)^2(510\,999\ \mathrm{eV})=-13.54021\ \mathrm{eV}.
\]
For $1\,{}^1S_0$, \eqref{CS} and \eqref{BS} give
\begin{align}
\frac{\Delta_C}{m_e\alpha^4}&=\frac{0.98563}{8}(0.024182-1.000023)=-0.12023,\nonumber\\
\frac{\Delta_B}{m_e\alpha^4}&=-\frac{3(0.98563)}{206.768}=-0.01430.
\end{align}
The numerical solution of \eqref{pair} at $b=0$ and the expectation value of $B$ in that solution give, in $\mu$eV:
\begin{center}
\begin{tabular}{lrr}
Level & Coulomb shift & Breit shift\\
$1\,{}^1S_0$ & $-174.2$ & $-20.7$\\
$2\,{}^3P_0$ & $-55.7$ & $-1.3$
\end{tabular}
\end{center}
With both shifts the levels lie at $-13.54040$ and $-3.38511$ eV. The Breit shifts are small because they carry $1/(m_1m_2)$, whereas the Coulomb shifts survive for an infinitely heavy muon. Radiative corrections, anomalous magnetic moments and higher recoil terms are left out, so these are energies of the stated model.

The block weights show where the wave function resides. In $1\,{}^1S_0$ the SL block, with the electron in its lower components, has weight $1.32\times10^{-5}$, equal to $\langle p^2\rangle/(4m_1^2)=\gamma^2/(4m_1^2)$ to the digits shown. The LS weight is smaller by $(m_1/m_2)^2$, namely $3.08\times10^{-10}$. The SS weight follows from $f_2=p^2F/(4m_1m_2)$ and $\langle p^4\rangle=4\mu^2\langle w_0^2\rangle=5\gamma^4$:
\[
\frac{5\gamma^4}{16m_1^2m_2^2}=2.03\times10^{-14},
\]
which is the computed value. Although this weight is tiny, the first-order Breit shift of ${}^1S_0$ is linear in the SS amplitude, and so remains of order $\alpha^4$.

The pole of the full Breit operator lies at $r_0=0.01356$ fm for this level. That is far inside the atom, but the proposition shows that its small radius does not make it harmless.

\section*{Computed results}
\begin{verbatim}
block equations, largest error: 7.2e-12 (model units)
J=0 radial equations, largest error: 2.1e-12 (model units)
smooth test: m1=1.0, m2=2.0, V depth=2.0, b height=0.1, width=3.0
smooth 1S0: E-M diagonalized -0.95317586, reduced -0.95317586
smooth 3P0: E-M diagonalized -0.54940035, reduced -0.54940035
heavy-partner test: coupling=0.6, m2/m1=1e+06
heavy 1S0: E-M reduced -0.1999996, Dirac -0.2000000 (units m1)
heavy 3P0: E-M reduced -0.0513166, Dirac -0.0513167 (units m1)
fine-structure constant: 0.007297353 (dimensionless)
muon/electron mass ratio: 206.768283 (dimensionless)
electron rest energy: 510998.951 eV
muonium reduced mass: 0.99518695 electron masses
equal 1 1S0: Coulomb shift/(m_e alpha^4) 0.0468447, formula 0.0468750
equal 1 1S0: Breit shift/(m_e alpha^4) -0.3748120, formula -0.3750000
equal 2 3P0: Coulomb shift/(m_e alpha^4) -0.0074870, formula -0.0074870
equal 2 3P0: Breit shift/(m_e alpha^4) -0.0234379, formula -0.0234375
muonium 1 1S0: Coulomb shift/(m_e alpha^4) -0.1202304, formula -0.1202274
muonium 1 1S0: Breit shift/(m_e alpha^4) -0.0143014, formula -0.0143005
  Schroedinger energy: -13.540208185 eV
  Coulomb radial-equation energy: -13.540382404 eV
  Coulomb shift: -174.219 micro-eV
  first-order Breit shift: -20.723 micro-eV
  energy with both shifts: -13.540403127 eV
  weights LL, LS, SL, SS: 9.9999e-01, 3.0841e-10, 1.3185e-05, 2.0332e-14
muonium 2 3P0: Coulomb shift/(m_e alpha^4) -0.0384162, formula -0.0384152
muonium 2 3P0: Breit shift/(m_e alpha^4) -0.0008939, formula -0.0008938
  Schroedinger energy: -3.385052046 eV
  Coulomb radial-equation energy: -3.385107713 eV
  Coulomb shift: -55.667 micro-eV
  first-order Breit shift: -1.295 micro-eV
  energy with both shifts: -3.385109008 eV
  weights LL, LS, SL, SS: 1.0000e+00, 7.7103e-11, 3.2963e-06, 5.9304e-16
muonium 1S0 pole radius: 0.013563 fm
pole 1S0: norm growth for tenfold approach 10.215, a near pole 0.999834
pole 3P0: norm growth for tenfold approach 10.215, a near pole 0.999835
\end{verbatim}
